Comment on the claim that u(p) and v(p) are orthogonal

The argument under review

The manuscript asks how much negative-energy amplitude a free-electron wave packet contains. It decomposes the packet into plane waves a exp(ip·x), where a is a four-component spinor with a†a = 1, and treats each momentum separately. The Hamiltonian acting on a is

H(p) = c α·p + β m c².

Here p is a vector, |p| is its length, ħ = 1, and m > 0 unless stated otherwise. The matrices α₁, α₂, α₃ and β are Hermitian, each squares to one, and they anticommute with one another. The argument then runs as follows.

(a) For each p the free Dirac equation has two solutions built from spinors u₁(p), u₂(p) with energy +E, and two built from v₁(p), v₂(p) with energy −E.

(b) Therefore H(p)u = Eu and H(p)v = −Ev. Since H(p) is Hermitian, u†(p)v(p) = 0.

(c) The negative-energy weight of a is therefore

F = |v₁†(p)a|² + |v₂†(p)a|².

(d) Two checks are offered. For p along z, a spin-up u and a v built on a spin-down two-spinor have zero product. For a positive-energy electron with |p| = 1 atomic unit, F comes out near 5 × 10⁻⁵, which the manuscript attributes to numerical error.

Statement (a) is acceptable if "for each p" refers to a label. Statement (b) takes that label to be the momentum eigenvalue of all four waves. This has to be examined before (c) can be used.

Which equation v(p) obeys

The manuscript defines the spinors through the waves

ψ_u = u(p) exp[−i(Et − p·x)],
ψ_v = v(p) exp[+i(Et − p·x)],

with E = +√(c²|p|² + m²c⁴). Both must solve

i ∂ψ/∂t = (−ic α·∇ + βmc²)ψ.

For ψ_u the time derivative gives −iE and the gradient gives +ip. The left side becomes Eu, and −ic α·(ip) = +c α·p. Hence

H(p)u(p) = E u(p).     (1)

For ψ_v both signs change. The time derivative gives +iE, so the left side is i(iE)v = −Ev. The gradient gives −ip, so the kinetic term is −ic α·(−ip) = −c α·p. The result is

H(−p)v(p) = −E v(p).     (2)

The energy in (b) is right, but the Hamiltonian is not. The wave ψ_v has momentum eigenvalue −p, and its spinor is an eigenvector of the matrix belonging to that momentum.

The label p is still a sensible one. A negative-energy wave with wave vector k has frequency −E(k). Differentiating E² = c²|k|² + m²c⁴ gives ∇E(k) = c²k/E, so the group velocity of this wave is −c²k/E. At k = −p it equals +c²p/E. The wave ψ_v therefore travels along +p, like ψ_u. In the hole picture, removing an electron of energy −E and momentum −p from the filled sea changes the total energy by +E and the total momentum by +p. The label describes the antiparticle, whereas the matrix H acts on the wave.

The orthogonality relations that do hold

The energy depends only on |p|, so replacing p by −p in (2) gives

H(p)v(−p) = −E v(−p).     (3)

Now (1) and (3) concern the same Hermitian matrix. Evaluate u†(p)H(p)v(−p) twice, letting H act first to the left and then to the right:

E u†(p)v(−p) = −E u†(p)v(−p).

Moving both terms to one side leaves 2E u†(p)v(−p) = 0. Since E > 0,

u†(p)v(−p) = 0.     (4)

This holds for every choice of the two spin states. It is the relation that (b) was looking for.

There is also a relation with the same label on both spinors, but it contains β. Because β anticommutes with each component of α and β² = 1,

βH(−p)β = −c β(α·p)β + βmc² = +c α·p + βmc² = H(p).     (5)

Apply H(p) to βv(p), insert (5), and use β² = 1 and then (2):

H(p)βv(p) = βH(−p)v(p) = −E βv(p).

Thus βv(p) is a negative-energy eigenvector of H(p), and it is orthogonal to u(p). With ū = u†β this reads

ū(p)v(p) = 0.     (6)

Equations (4) and (6) express one fact in two ways. To see this, count the eigenvectors. Squaring H(p) gives c²(α·p)² + m²c⁴, since the cross terms cancel by anticommutation, and (α·p)² = |p|² for the same reason. So H(p)² = E², and the eigenvalues are ±E. Each α and β is traceless, so the four eigenvalues sum to zero and each sign occurs twice. The negative-energy space of H(p) is therefore two-dimensional. The spinors v₁(−p), v₂(−p) span it, and so do βv₁(p), βv₂(p).

The mass was not used in (5), so (6) also holds for m = 0 with p ≠ 0.

The product used in the manuscript

What is u†(p)v(p), if it is not zero by this reasoning? Take the standard form, in which β is +1 on the upper two components and −1 on the lower two, while α couples upper and lower components through the Pauli matrices σ. Define

κ = c σ·p/(E + mc²).

Write u = (f, g), with two-component entries. The lower half of (1) is c σ·p f − mc² g = E g, so g = κf. The upper half is then satisfied, because (σ·p)² = |p|² and

c σ·p κ f = [c²|p|²/(E + mc²)] f = (E − mc²) f.

For v = (f, g) the upper half of (2) is mc² f − c σ·p g = −E f, so f = κg. The lower half is −c σ·p κg − mc² g = −(E − mc²)g − mc² g = −E g, as required. With unit two-spinors φ and χ,

u(p) = N(φ, κφ),   v(p) = N(κχ, χ).     (7)

The normalization u†u = v†v = 1 requires N²(1 + κ²) = 1. Here

κ² = c²|p|²/(E + mc²)² = (E − mc²)/(E + mc²),

so 1 + κ² = 2E/(E + mc²) and N² = (E + mc²)/(2E). Another normalization would rescale nonzero products but could not change which ones vanish.

Since κ is Hermitian, the upper and lower components contribute equally to the product:

u†(p)v(p) = N²(φ†κχ + φ†κχ) = 2N² φ†κχ.

Inserting N² and κ, the factor E + mc² cancels:

u†(p)v(p) = (c/E) φ†(σ·p)χ.     (8)

The same calculation shows how the true relations arise. In ū(p)v(p) the matrix β reverses the sign of the second term, and the two terms cancel. In u†(p)v(−p) the sign of κ in the upper half of v is reversed, and they cancel again.

To judge (8) without depending on a spin choice, first let φ and χ each run over spin up and spin down; other spin bases are treated below. The four products form the matrix O = (c/E)σ·p, for which

O†O = (c|p|/E)² × 1.

Both singular values of O are c|p|/E. Since the speed is c²|p|/E, this number is the speed divided by c. Changing either spin basis multiplies O by a unitary matrix on one side and leaves the singular values unchanged. For p ≠ 0, then, no choice of spin states makes all four products vanish.

A single product can vanish, and this explains the first check in (d). For p along z, σ·p is diagonal, so φ up and χ down give zero. The pair φ up and χ up gives c|p|/E. The manuscript tested one of the two elements that vanish and left out the two that do not.

What v(p) is from the point of view of H(p)

One might hope that v(p) is at least close to a negative-energy eigenvector of H(p). Adding the two Hamiltonians removes the kinetic term:

H(p) + H(−p) = 2βmc².

Acting on v(p) and using (2),

H(p)v(p) = E v(p) + 2mc² βv(p).     (9)

The mean value requires v†βv. From (7) it is

v†βv = N²(κ² − 1) = [(E + mc²)/(2E)] × [−2mc²/(E + mc²)] = −mc²/E.

Hence

⟨H(p)⟩ = E − 2m²c⁴/E = (c²|p|² − m²c⁴)/E,     (10)

where the last step uses E² = c²|p|² + m²c⁴. Because H(p)² = E², the variance is E² − ⟨H(p)⟩², that is,

[(c²|p|² + m²c⁴)² − (c²|p|² − m²c⁴)²]/E² = 4c²|p|²m²c⁴/E².

The spread is its square root,

ΔH = 2mc² c|p|/E.     (11)

A normalized spinor is an eigenvector of a Hermitian matrix if and only if this spread is zero. For m > 0 and p ≠ 0 it is not, so v(p) is not an eigenvector of H(p) with any eigenvalue.

Let W₊ and W₋ be the weights of v(p) in the positive- and negative-energy spaces of H(p). They satisfy W₊ + W₋ = 1 and E(W₊ − W₋) = ⟨H(p)⟩. Solving these with (10) gives

W₊ = (c|p|/E)²,   W₋ = (mc²/E)².     (12)

The two limits differ in character. At p = 0 with m > 0, H(p) and H(−p) coincide, W₋ = 1, and the manuscript's statement is correct. As |p| grows beyond mc, v(p) moves into the positive-energy space of H(p). For m = 0 and p ≠ 0, equation (9) becomes H(p)v(p) = +E v(p): v(p) is then an eigenvector of H(p), with the opposite energy to the one claimed in (b).

The difference can also be seen in time. Suppose v(p) is given the spatial factor exp(+ip·x), as (b) implies. For m > 0 and p ≠ 0 the state is then a superposition of both energies, and its overlap with its initial form is W₊exp(−iEt) + W₋exp(iEt). The squared modulus is

W₊² + W₋² + 2W₊W₋ cos 2Et = 1 − 4W₊W₋ sin² Et,     (13)

where W₊ + W₋ = 1 and 1 − cos 2Et = 2 sin² Et were used. With the correct factor exp(−ip·x) the state is stationary.

A possible objection

The author may reply that ψ_u and ψ_v, being solutions with different energies, must be orthogonal. They are, but for p ≠ 0 this does not depend on the spinors. In a periodic box that admits the momentum p,

∫ψ_u†ψ_v d³x = exp(2iEt) u†(p)v(p) ∫exp(−2ip·x) d³x = 0,

because the last integral vanishes. The two waves have momenta p and −p, and their spatial factors make them orthogonal whatever the value of u†(p)v(p).

The packet calculation compares spinors that share the factor exp(ip·x). The negative-energy wave with this factor is obtained by relabelling p as −p in ψ_v:

v(−p) exp[i(Et + p·x)].

In its product with ψ_u the spatial factors cancel, so the spinors themselves must be orthogonal. That is equation (4).

Effect on the reported weight

Apply the manuscript's F to a = u(p), a state with no negative-energy part. The sum over both v spinors is the sum of squares along one row of O, which is a diagonal element of OO†. Since O is Hermitian, OO† = O†O, and therefore

F = (c|p|/E)².     (14)

The correct answer is zero.

F also fails as one part of a division of probability. The projector onto the positive-energy space of H(p) is ½[1 + H(p)/E]: it gives one on eigenvectors with energy +E and zero on those with −E. By (2), the projector onto the span of v₁(p), v₂(p) is ½[1 − H(−p)/E]. Their sum is

1 + [H(p) − H(−p)]/(2E) = 1 + c α·p/E,     (15)

and not the unit matrix. Since (α·p)² = |p|² and α·p is traceless, the eigenvalues of (15) are 1 + c|p|/E and 1 − c|p|/E, each occurring twice. The "total probability" of a normalized spinor could thus lie anywhere between these values. With v(−p) in place of v(p), the second projector becomes ½[1 − H(p)/E] and the sum is one.

A numerical case

Take a free electron in Hartree atomic units, where m = 1 and c = 137.036, with the chosen momentum p = (48, 36, 80). Then |p| = √(2304 + 1296 + 6400) = 100, and

c|p| = 13703.6 hartree,
mc² = 18778.9 hartree,
E = √(13703.6² + 18778.9²) ≈ 23247 hartree.

The speed divided by c is 13703.6/23247 = 0.5895. The factor c|p|/(E + mc²) is 0.3261 and N = 0.9507. For φ and χ both up, (7) gives

u(p) = (0.951, 0, 0.248, 0.149 + 0.112i),
v(p) = (0.248, 0.149 + 0.112i, 0.951, 0),
v(−p) = (−0.248, −0.149 − 0.112i, 0.951, 0).

In each product the second and fourth components contribute nothing, because one factor is zero. The rest is

u†(p)v(p) = 0.951 × 0.248 + 0.248 × 0.951 ≈ 0.472,
u†(p)v(−p) = −0.951 × 0.248 + 0.248 × 0.951 = 0,
ū(p)v(p) = 0.951 × 0.248 − 0.248 × 0.951 = 0.

For φ up and χ down, u†(p)v(p) = 0.2829 − 0.2122i. The manuscript's weight for this purely positive-energy state is therefore

F = 0.4716² + 0.2829² + 0.2122² = 0.3475,

which agrees with 0.5895². A negative-energy weight of about 35% would be reported when there is none.

Seen from H(p), the spinor v(p) has W₊ = 0.3475 and W₋ = 0.6525. Its mean energy is (0.3475 − 0.6525)E ≈ −7.09 × 10³ hartree, far from −E, and its spread is 2 × 18778.9 × 0.5895 ≈ 2.21 × 10⁴ hartree. If it is given the factor exp(+ip·x), its survival probability falls to 1 − 4 × 0.3475 × 0.6525 ≈ 0.093 at t = π/(2E) ≈ 6.76 × 10⁻⁵ atomic units of time.

The second check in (d) can now be explained. For a purely positive-energy electron F takes these values:

|p| = 1 a.u.: F = 5.3 × 10⁻⁵
|p| = 10 a.u.: F = 5.3 × 10⁻³
|p| = 100 a.u.: F = 0.35
|p| = 1000 a.u.: F = 0.98

For |p| much smaller than mc, E is close to mc² and (14) reduces to F ≈ (|p|/mc)². A tenfold increase in momentum then raises F about a hundredfold, as the first two lines show. The residue in the manuscript is this term and not numerical error, so higher precision would not remove it. At large momentum F approaches one, and the formula assigns nearly the whole of a positive-energy electron to negative energy.

Requested correction

Statement (b) should be replaced by (1) and (3), and the weight in (c) by

|v₁†(−p)a|² + |v₂†(−p)a|² = ½ a†[1 − H(p)/E]a.

The right-hand form needs no spinor labels, so the sign of p in v cannot be mistaken. When the weight is very small, however, it subtracts nearly equal numbers and loses digits. It is then better to compute the vector ½[1 − H(p)/E]a first and take its squared length, which is the same weight because this projector is Hermitian and equals its own square. The first check in (d) should cover all four spin combinations, at a momentum comparable with mc. The numerical check makes such a comparison, with spinors obtained directly from the differentiated plane waves.

Computed results

```
momentum p (a.u.): [48. 36. 80.]  |p| = 100.0
speed of light c (a.u.): 137.0360
rest energy m c^2 (hartree): 18778.87
c|p| (hartree): 13703.60
energy E (hartree): 23247.25
normalization N (dimensionless): 0.9507
c|p|/(E + m c^2) (dimensionless): 0.3261
u(p), phi up   (dimensionless): 0.9507+0.0000i  0.0000+0.0000i  0.2480+0.0000i  0.1488+0.1116i
v(p), chi up   (dimensionless): 0.2480+0.0000i  0.1488+0.1116i  0.9507+0.0000i  0.0000+0.0000i
v(-p), chi up  (dimensionless): -0.2480+0.0000i  -0.1488-0.1116i  0.9507+0.0000i  0.0000+0.0000i
u^dagger(p) v(p), row phi up   (dimensionless): 0.4716+0.0000i  0.2829-0.2122i
u^dagger(p) v(p), row phi down (dimensionless): 0.2829+0.2122i  -0.4716+0.0000i
singular values of u^dagger(p) v(p) (dimensionless): [0.5895 0.5895]
speed/c = c|p|/E (dimensionless): 0.5895
largest |u^dagger(p) v(-p)| (rounding error): 5.1e-18
largest |ubar(p) v(p)| (rounding error): 5.1e-18
mean of H(p) in v(p) (hartree): -7091.47
spread of H(p) in v(p) (hartree): 22139.23
mean of H(-p) in v(p) (hartree): -23247.25
weight of v(p) in positive space of H(p): 0.3475
weight of v(p) in negative space of H(p): 0.6525
false negative-energy weight of u(p), using v(p): 0.3475
time pi/(2E) (a.u.): 6.7569e-05
survival of v(p) exp(+ip.x) at that time: 0.0931
eigenvalues of sum u u^dagger(p) + v v^dagger(p): [0.4105 0.4105 1.5895 1.5895]
p along z, |p| = 100 a.u.: |overlap| phi up, chi up: 0.5895
p along z, |p| = 100 a.u.: |overlap| phi up, chi down: 0.0000
|p| = 1 a.u.: singular value 0.007297, false weight 5.3249e-05
|p| = 10 a.u.: singular value 0.072780, false weight 5.2969e-03
|p| = 100 a.u.: singular value 0.589472, false weight 3.4748e-01
|p| = 1000 a.u.: singular value 0.990741, false weight 9.8157e-01
```
